\section*{Onsager's orbit quantization and the belly and neck frequencies of copper}

\section{A parabolic band in two dimensions}

Take an electron of charge $-e$, with $e>0$, and mass $m$, moving in the $xy$ plane in a uniform field $\mathbf B=B\hat{\mathbf z}$, $B>0$. SI units are used and spin is left out. The Lorentz force gives
\begin{equation}
m\dot v_x=-eBv_y,\qquad m\dot v_y=eBv_x ,
\end{equation}
so the velocity turns counterclockwise at the rate $\omega_c=eB/m$.

For the quantum levels, let $\boldsymbol{\mathcal A}$ be the vector potential and $\mathbf p$ the canonical momentum. The kinetic momentum is $\boldsymbol\pi=m\mathbf v=\mathbf p+e\boldsymbol{\mathcal A}$. Since $[p_x,f]=-i\hbar\,\partial_xf$,
\begin{align}
[\pi_x,\pi_y]&=e[p_x,\mathcal A_y]+e[\mathcal A_x,p_y]\nonumber\\
&=-i\hbar e(\partial_x\mathcal A_y-\partial_y\mathcal A_x)=-i\hbar eB .
\end{align}
Define $P=\pi_x$ and $Q=\pi_y/(eB)$. Then $[Q,P]=i\hbar$, as for a position and its momentum, and
\begin{equation}
H=\frac{\pi_x^2+\pi_y^2}{2m}=\frac{P^2}{2m}+\frac{m\omega_c^2Q^2}{2}.
\end{equation}
This is a harmonic oscillator, with levels $E_n=\hbar\omega_c(n+\tfrac12)$, $n=0,1,2,\dots$

Now translate energy into area. A circle of radius $k$ in the wavevector plane has energy $E=\hbar^2k^2/(2m)$ and area $A=\pi k^2=2\pi mE/\hbar^2$. Inserting $E_n$,
\begin{equation}
A_n=\frac{2\pi m}{\hbar^2}\,\frac{\hbar eB}{m}\left(n+\frac12\right)
=\frac{2\pi eB}{\hbar}\left(n+\frac12\right).
\label{eq:onsager}
\end{equation}
The mass has cancelled. That suggests a rule about area which may survive when the band is no longer parabolic.

\section{General band: the shape of the orbit}

Replace the parabola by one isolated band $E(\mathbf k)$. The semiclassical equations are
\begin{equation}
\hbar\dot{\mathbf k}=-e\,\mathbf v\times\mathbf B,\qquad
\mathbf v=\frac1\hbar\nabla_{\mathbf k}E .
\label{eq:motion}
\end{equation}
They assume that the field does not transfer the electron to another band, and they omit Berry curvature and the orbital magnetic moment.

Two quantities are conserved. The energy is, because $\dot E=\hbar\mathbf v\cdot\dot{\mathbf k}=-e\mathbf v\cdot(\mathbf v\times\mathbf B)=0$. The component $k_z$ along the field is, because $\mathbf v\times\mathbf B$ is perpendicular to $\mathbf B$. The electron therefore follows a contour of constant energy in a plane of fixed $k_z$. I take a closed contour around an energy minimum; around a maximum the sense of rotation is reversed, and the results below hold for the magnitude of the area.

In components, $\hbar\dot k_x=-eBv_y$ and $\hbar\dot k_y=eBv_x$. Let $X,Y$ be the displacements in real space, and $\kappa_x,\kappa_y$ those in wavevector, from a starting point. Integration over time gives
\begin{equation}
\kappa_x=-\frac{eB}{\hbar}Y,\qquad \kappa_y=\frac{eB}{\hbar}X .
\label{eq:rotate}
\end{equation}
The $k$-orbit is the projected real-space orbit turned by $90^\circ$ and scaled by $eB/\hbar$. With $S$ the real-space area,
\begin{align}
A&=\frac12\oint(\kappa_x\,d\kappa_y-\kappa_y\,d\kappa_x)\nonumber\\
&=\left(\frac{eB}{\hbar}\right)^2\frac12\oint(X\,dY-Y\,dX)
=\left(\frac{eB}{\hbar}\right)^2S .
\label{eq:area}
\end{align}

As a check on a band that is not parabolic, take the square lattice $E=-2t(\cos k_xa+\cos k_ya)$ with $\hbar=e=a=t=1$. At $E=-2$ and $B=0.5$, numerical integration of the motion gives $S=29.180$. Equation \eqref{eq:area} then gives $A=0.25\times29.180=7.295$, and the area found directly from the contour is also $7.295$.

\section{General band: which orbits are allowed}

In a weak field the band energy acts as a Hamiltonian with $\hbar\mathbf k$ replaced by $\boldsymbol\pi=\mathbf p+e\boldsymbol{\mathcal A}$. This is a leading-order statement in $B$. The commutator of $\pi_x$ and $\pi_y$ is unchanged, so
\begin{equation}
P=\hbar k_x,\qquad Q=\frac{\hbar k_y}{eB}
\end{equation}
are again a canonical pair. Hamilton's equations confirm it: $\dot Q=\partial E/\partial P=v_x$ and $\dot P=-\partial E/\partial Q=-eBv_y$ reproduce the motion above. At fixed $k_z$ the problem is one-dimensional, and its phase-space area is
\begin{equation}
\oint P\,dQ=\frac{\hbar^2}{eB}\oint k_x\,dk_y=\frac{\hbar^2A}{eB}.
\label{eq:phase-area}
\end{equation}

For large $n$ the wave has a local wavenumber $P/\hbar$ along $Q$ and collects the phase $\oint P\,dQ/\hbar$ in one circuit. It also loses a phase $\delta$ at each turning point, where $\dot Q=0$. I assume a contour with two such points. The wave must return to itself:
\begin{equation}
\frac1\hbar\oint P\,dQ-2\delta=2\pi n .
\label{eq:closure}
\end{equation}

The value of $\delta$ can be taken from the parabolic case. Near a smooth turning point $(Q_0,P_0)$,
\begin{equation}
H-E\simeq\frac{(P-P_0)^2}{2\mu}+f\,(Q-Q_0),
\end{equation}
with constants $\mu$ and $f$. For a contour around a minimum with only two turning points, $\mu>0$ at both. The shift $P_0$ is a plane-wave factor already counted in $\oint P\,dQ$. Measuring $Q-Q_0$ in units of $(\hbar^2/2\mu|f|)^{1/3}$ removes $\mu$ and $|f|$ from the wave equation, and the sign of $f$ is a reflection. Hence $\delta$ is the same number at every such point, including those of the oscillator. The oscillator's phase-space ellipse has semi-axes $\sqrt{2mE}$ and $\sqrt{2E/(m\omega_c^2)}$, so its area is $2\pi E/\omega_c=2\pi\hbar(n+\frac12)$. Equation \eqref{eq:closure} then requires $2\delta=\pi$. For the general band,
\begin{equation}
\frac{\hbar^2A_n}{eB}=2\pi\hbar\left(n+\frac12\right)
\quad\Longrightarrow\quad
A_n=\frac{2\pi eB}{\hbar}\left(n+\frac12\right),
\end{equation}
which is \eqref{eq:onsager} again, now as a semiclassical rule for large $n$.

The same condition has a meaning in real space. With $\mathbf p=\hbar\mathbf k-e\boldsymbol{\mathcal A}$, equation \eqref{eq:rotate} gives
\begin{equation}
\oint\hbar\mathbf k\cdot d\mathbf r
=eB\oint(X\,dY-Y\,dX)=2eBS ,
\end{equation}
because constant parts of $\mathbf k$ integrate to zero on the closed projected orbit. Stokes' theorem gives $-e\oint\boldsymbol{\mathcal A}\cdot d\mathbf r=-eBS$. The sum is
\begin{equation}
\oint\mathbf p\cdot d\mathbf r=2eBS-eBS=eBS=\frac{\hbar^2A}{eB},
\end{equation}
in agreement with \eqref{eq:phase-area}. The flux through the real-space orbit is thus $BS=(n+\frac12)\,2\pi\hbar/e$. In the square-lattice orbit the integrated action is $14.590$, equal to $0.5\times29.180$.

A sharper test does not use semiclassics on one side. The square lattice in a field can be diagonalized as a quantum problem, with the field entering as phases on the hoppings. That is the replacement of $\hbar\mathbf k$ by $\boldsymbol\pi$ made above, so the test checks the quantization of area and not the replacement itself. With one flux quantum $2\pi\hbar/e$ per 201 cells, the areas belonging to the lowest 31 levels give indices $\hbar A/(2\pi eB)-\frac12$ that differ from the integers $0$ to $30$ by at most $0.0012$.

\section{From levels to a frequency}

First, the spacing in energy. On the contour, $|\dot{\mathbf k}|=eBv_\perp/\hbar$, where $v_\perp$ is the speed normal to the field. Raising the energy by $dE$ moves the contour outward by $dE/(\hbar v_\perp)$, so with $d\ell$ an element of contour length,
\begin{equation}
\frac{dA}{dE}=\oint\frac{d\ell}{\hbar v_\perp},\qquad
T=\oint\frac{\hbar\,d\ell}{eBv_\perp}=\frac{\hbar^2}{eB}\frac{dA}{dE}.
\end{equation}
Neighbouring areas differ by $2\pi eB/\hbar$, hence for large $n$
\begin{equation}
E_{n+1}-E_n\simeq\frac{2\pi eB/\hbar}{dA/dE}=\frac{2\pi\hbar}{T}.
\end{equation}
In the parabolic limit $dA/dE=2\pi m/\hbar^2$, so $T=2\pi m/(eB)$ and the spacing is $\hbar\omega_c$, as it should be. For the square-lattice orbit, the period from the motion and that from $dA/dE$ are both $8.626$.

At a saddle energy $v_\perp$ vanishes at a point of the contour and $T$ diverges. The single-orbit rule fails close to such an energy, where the electron can pass between neighbouring contours.

Now hold the energy at the Fermi energy $E_F$, so that $A$ is fixed, and vary $B$. Level $n$ passes $E_F$ when
\begin{equation}
\frac1{B_n}=\frac{2\pi e}{\hbar A}\left(n+\frac12\right).
\end{equation}
Subtracting the values for $n+1$ and $n$ removes the $\frac12$:
\begin{equation}
\Delta\!\left(\frac1B\right)=\frac{2\pi e}{\hbar A}=\frac1F,
\qquad
\boxed{F=\frac{\hbar A}{2\pi e}} .
\label{eq:frequency}
\end{equation}
A Berry phase would replace $\frac12$ by another constant. It would shift the oscillations along the $1/B$ axis and leave $F$ unchanged.

On the square lattice at $E=-2$, following the quantum level index at this energy, interpolated linearly between neighbouring levels, from 101 to 301 cells per flux quantum gives $F=0.18477$ flux quanta per cell. The contour area gives $0.18478$.

\section{Three dimensions: extremal sections}

In a metal each $k_z$ has its own area and its own frequency $F(k_z)$. The density of levels at $E_F$ is periodic in $F(k_z)/B$, and its fundamental harmonic has the phase $2\pi F(k_z)/B$ up to a constant. Slices with different phases must be added.

The simple case is a sphere of radius $k_F$. With $x=k_z/k_F$, the area is $\pi k_F^2(1-x^2)$. Let $N=F(0)/B$ be the number of cycles at the equator. The sum over slices is
\begin{equation}
I=\int_{-1}^{1}e^{2\pi iN(1-x^2)}\,dx .
\end{equation}
For $N\gg1$ the phase is stationary only at $x=0$. Extending the limits to infinity gives the Gaussian integral
\begin{equation}
I\simeq e^{2\pi iN}\int_{-\infty}^{\infty}e^{-2\pi iNx^2}dx
=\frac{e^{i(2\pi N-\pi/4)}}{\sqrt{2N}} .
\end{equation}
The error comes from the poles. Integration by parts gives each end the magnitude $1/|\text{phase slope}|=1/(4\pi N)$, so together they are at most about $1/(2\pi N)$, smaller than the main term by a factor of order $1/\sqrt N$. For $N=6124$, direct quadrature differs from the equatorial term by $0.3$ percent of that term.

For a general surface the same argument selects the planes where $dA/dk_z=0$. A maximum contributes the phase $-\pi/4$ and a minimum $+\pi/4$. The area in \eqref{eq:frequency} is therefore that of an extremal section. I have kept $E_F$ fixed, a good approximation in a three-dimensional metal when many levels are filled. Temperature and scattering reduce the amplitude and are not treated here.

\section{Copper as a free-electron metal}

Copper is face-centred cubic, with four atoms in a cube of side $a$. Give each atom one conduction electron and take the rough value $a=3.6$~\AA:
\begin{equation}
n_e=\frac4{a^3}=8.57\times10^{28}\ \mathrm{m^{-3}} .
\end{equation}
Two spin states per wavevector and a density $1/(2\pi)^3$ of wavevectors per unit volume give
\begin{equation}
n_e=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n_e)^{1/3}=1.364\ \text{\AA}^{-1}.
\end{equation}
The equator has area $A=\pi k_F^2=5.85$~\AA$^{-2}=5.85\times10^{20}$~m$^{-2}$, and
\begin{equation}
F_{\rm free}=\frac{\hbar A}{2\pi e}=\frac{\hbar k_F^2}{2e}
=6.1\times10^4\ \mathrm T=61\ \mathrm{kT}.
\end{equation}
Since $F_{\rm free}\propto a^{-2}$, an error of $0.05$~\AA\ in the rounded $a$ would change this by about 3 percent.

The measured frequencies for $\mathbf B$ along $[111]$ are roughly $58$~kT for the belly, the large orbit around the body of the Fermi surface, and $2.2$~kT for the neck. Inverting \eqref{eq:frequency}, $A=2\pi eF/\hbar$, gives areas of about $5.5$ and $0.21$~\AA$^{-2}$. Relative to the free-electron value,
\begin{equation}
\frac{F_{\rm belly}}{F_{\rm free}}\approx\frac{58}{61.2}\approx0.95,
\qquad
\frac{F_{\rm neck}}{F_{\rm free}}\approx\frac{2.2}{61.2}\approx0.036 .
\end{equation}

With these inputs the belly is about 5 percent below the sphere. The figure is rough: rounding of $a$ by $0.05$~\AA\ and of the belly frequency by $0.5$~kT can move the ratio between about $0.91$ and $0.98$. The lattice constant of copper is in fact known to lie between $3.60$ and $3.62$~\AA\ from low to room temperature, which narrows this range to about $0.94$ to $0.97$. The neck has no counterpart on the sphere, since a sphere has one extremal section for each field direction. The nearest faces of the Brillouin zone are centred at the points L, at a distance $\sqrt3\,\pi/a=1.51$~\AA$^{-1}$ from the zone centre. The sphere reaches 90 percent of that distance. In copper the real surface bulges out along $[111]$ and joins its periodic copy through the face; the neck orbit runs around this junction. A frequency by itself gives an area and not a position, so this assignment uses the known shape of the surface.

The two series look very different in an experiment. Their periods in $1/B$ are $1.7\times10^{-5}$ and $4.5\times10^{-4}$~T$^{-1}$. From $|\Delta B|\simeq B^2/F$, successive belly oscillations near $10$~T are about $1.7$~mT apart, and neck oscillations about $45$~mT.

\section{One surface with both orbits}

Can a band with the same electron count carry a belly and a neck? Consider an illustrative fcc band with first- and second-neighbour hopping $t$ and $t_2$:
\begin{align}
E={}&-4t(c_xc_y+c_yc_z+c_zc_x)\nonumber\\
&-2t_2(\cos k_xa+\cos k_ya+\cos k_za),
\end{align}
where $c_i=\cos(k_ia/2)$. One electron per atom fills half the band, and this fixes $E_F$. At L, where $k_x=k_y=k_z=\pi/a$, the first bracket is zero and the second is $-3$, so $E_{\rm L}=6t_2$. A neck needs $E_F>E_{\rm L}$.

The ratio $t_2/t=0.152$ is adjusted to give a neck of $2.2$~kT, so the neck is an input. Then $E_{\rm L}=0.91\,t$ lies below $E_F=1.20\,t$. The belly follows without further adjustment: $60.3$~kT, or $0.985$ of the free-electron value.

Both central sections are extremal by symmetry. The band obeys $E(-\mathbf k)=E(\mathbf k)$, and L differs from $-$L by a reciprocal lattice vector, so planes displaced by equal amounts either side of the zone centre, or of L, cut equal areas. Displacing the plane by $0.2/a$ lowers the belly area by $0.06$ percent and raises the neck area by $16$ percent: a maximum and a minimum. Symmetry does not exclude other extremal planes. In this band the belly area keeps falling to about $1$ percent below its central value near a displacement of $0.9/a$, and then rises as the contour approaches the three necks tilted to the field. That non-central minimum gives a further frequency near $59.7$~kT.

The electron count fixes the enclosed volume, not each section. In the belly plane the Fermi radius is $0.975\,k_F$ along the $[110]$ type of direction and $1.012\,k_F$ along the $[11\bar2]$ type. The mean of their squares is $0.987$, close to the computed area ratio.

The model gives a reduction of $1.5$ percent where the measured belly shows about $5$. It shows that a neck and a nearly free-electron belly can coexist at the right filling. It does not account for the size of the belly shift: refitting with other values of $a$ or of the neck frequency leaves the model ratio at $0.984$ to $0.985$, above the measured range of about $0.94$ to $0.97$. It omits the $d$ bands, their mixing with the conduction band, and spin--orbit coupling. That the $d$ bands supply most of the missing shift is a conjecture which this calculation does not test.

The frequency formula itself needs a closed orbit. Open orbits have no enclosed area to quantize, and in strong fields tunnelling between nearby orbits, called magnetic breakdown, can add frequencies that belong to combined paths. The numerical check carries out the square-lattice tests, the slice sum for the sphere, the free-electron numbers and the central sections of the fcc band.

\section*{Calculated quantities}
\begin{verbatim}
SQUARE-LATTICE TESTS (hbar = e = a = t = 1)
Orbit energy: -2.0 t
Orbit field: 0.5 (dimensionless)
k-space area: 7.29488 (dimensionless)
Real-space area: 29.17953 (dimensionless)
Canonical action: 14.58976 (dimensionless)
Period from motion: 8.62606 (dimensionless)
Period from dA/dE: 8.62606 (dimensionless)
Inverse flux for level test: 201 cells per flux quantum
Levels tested: 31 (count)
Largest error in level index: 0.00118 (dimensionless)
Frequency from levels: 0.184768 flux quanta/cell
Frequency from area: 0.184782 flux quanta/cell
COPPER: FREE ELECTRONS
Lattice constant, rough input: 3.6 angstrom
Electron density: 8.573e+28 m^-3
Fermi wavevector: 1.3641 angstrom^-1
Distance from zone centre to L: 1.5115 angstrom^-1
kF divided by distance to L: 0.9025
Extremal area: 5.846 angstrom^-2
Free-electron frequency: 61.24 kT
Example field: 10.0 T
F/B, free electrons: 6124.2 cycles
Slice-sum relative error: 0.00287
COPPER: ROUGH MEASURED SIZES, INPUTS, B along [111]
Belly frequency: 58.0 kT
Belly area: 5.537 angstrom^-2
Belly period in 1/B: 17.2 x 10^-6 T^-1
Belly F/B at example field: 5800 cycles
Neck frequency: 2.2 kT
Neck area: 0.210 angstrom^-2
Neck period in 1/B: 454.5 x 10^-6 T^-1
Neck F/B at example field: 220 cycles
Belly / free-electron frequency: 0.947
Neck / free-electron frequency: 0.0359
Belly / neck frequency: 26.4
ILLUSTRATIVE FCC BAND, neck fitted
Hopping ratio t2/t: 0.1521
Fermi energy: 1.2033 t
Energy at L: 0.9127 t
Band filling on a second grid: 0.50016
Neck frequency, fitted: 2.20 kT
Belly frequency, computed: 60.30 kT
Computed belly / free-electron frequency: 0.9846
Fermi radius along [100]: 0.9723 kF
Fermi radius along [11-2]: 1.0115 kF
Fermi radius along [110]: 0.9752 kF
Plane displacement: 0.2 / a
Belly area change on displacement: -0.061 percent
Neck area change on displacement: 15.594 percent
\end{verbatim}
